# Sheet Conductances of an Anisotropic Film from Two Square-Probe Resistances: test program

```python
"""
Result under test: an infinite sheet with principal sheet conductances sx, sy
(S per square) is probed by an aligned square of four point contacts.
With g = sqrt(sx*sy), the two orthogonal resistances are
    Rx = ln(1 + sy/sx)/(2 pi g),   Ry = ln(1 + sx/sy)/(2 pi g),
and they determine sx, sy uniquely through
    exp(-2 pi g Rx) + exp(-2 pi g Ry) = 1,
    sx/sy = exp(2 pi g (Ry - Rx)).
Rx: current and voltage pairs both lie along x; Ry: both lie along y.
Probe coordinates are in units of the pitch unless a name says otherwise.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import k0
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import splu

PI = np.pi


def aligned_resistances(sx, sy):
    g = np.sqrt(sx * sy)
    return (np.log1p(sy / sx) / (2 * PI * g),
            np.log1p(sx / sy) / (2 * PI * g))


def invert(rx, ry):
    """Return sx, sy, g from the two measured resistances."""
    def balance(g):
        return np.exp(-2*PI*g*rx) + np.exp(-2*PI*g*ry) - 1
    low = 0.5 * np.log(2) / (2 * PI * max(rx, ry))
    high = 2.0 * np.log(2) / (2 * PI * min(rx, ry))
    g = brentq(balance, low, high, xtol=1e-18, rtol=1e-14)
    root_ratio = np.exp(PI * g * (ry - rx))
    return g * root_ratio, g / root_ratio, g


def square_probes(theta):
    """Two probe lists (source, sink, high, low) for a rotated square."""
    a = np.array([np.cos(theta), np.sin(theta)])
    b = np.array([-np.sin(theta), np.cos(theta)])
    o = np.zeros(2)
    return [o, a, b, a + b], [o, b, a, a + b]


def log_resistance(probes, sx, sy):
    """Four-probe resistance from the logarithmic potential."""
    src, snk, hi, lo = probes

    def ln_distance(d):
        return 0.5 * np.log(d[0]**2 / sx + d[1]**2 / sy)
    total = (ln_distance(hi - snk) - ln_distance(hi - src)
             - ln_distance(lo - snk) + ln_distance(lo - src))
    return total / (2 * PI * np.sqrt(sx * sy))


def fourier_resistance(probes, sx, sy):
    """Fourier solution of the anisotropic equation, no coordinate map.
    The integral over the y wave number has been done by residues."""
    src, snk, hi, lo = probes
    kappa = np.sqrt(sx / sy)
    terms = [(1, hi - src), (-1, hi - snk), (-1, lo - src), (1, lo - snk)]
    k_max = 60 / (kappa * min(abs(d[1]) for _, d in terms))

    def integrand(k):
        return sum(q * np.cos(k * d[0]) * np.exp(-k * kappa * abs(d[1]))
                   for q, d in terms) / k
    value = quad(integrand, 0, k_max, limit=2000,
                 epsabs=1e-11, epsrel=1e-10)[0]
    return value / (2 * PI * np.sqrt(sx * sy))


def fourier_aligned(sx, sy):
    """Both aligned resistances; axes are relabelled for the second."""
    probes = square_probes(0.0)[0]
    return (fourier_resistance(probes, sx, sy),
            fourier_resistance(probes, sy, sx))


def rotated_formula(theta, sx, sy):
    p, q = (1/sx + 1/sy) / 2, (1/sx - 1/sy) / 2
    c, s = np.cos(2 * theta), np.sin(2 * theta)
    top = 4 * (p*p - q*q*s*s)
    pref = 1 / (4 * PI * np.sqrt(sx * sy))
    return (pref * np.log(top / (p - q*c)**2),
            pref * np.log(top / (p + q*c)**2))


def rectangle_resistance(probes, side, sx, sy):
    """Insulating square sheet of given side, centred at the origin.
    Images are summed in closed form along x and explicitly along y."""
    src, snk, hi, lo = probes
    period = 2 * side / np.sqrt(sx)

    def potential(point):
        total = 0.0
        for charge, pos in ((1, src), (-1, snk)):
            for n in range(-12, 13):
                for x in (pos[0], side - pos[0]):
                    for y in (pos[1], side - pos[1]):
                        dx = (point[0] - x) / np.sqrt(sx)
                        dy = (point[1] - y - 2*n*side) / np.sqrt(sy)
                        z = PI * complex(dx, dy) / period
                        total -= charge * np.log(abs(2 * np.sin(z)))
        return total
    return (potential(hi) - potential(lo)) / (2 * PI * np.sqrt(sx * sy))


def network_resistances(n, pitch, sx, sy):
    """Finite resistor network with insulating edges, n by n nodes."""
    main = np.full(n, 2.0)
    main[0] = main[-1] = 1.0
    off = -np.ones(n - 1)
    lap = diags([off, main, off], [-1, 0, 1])
    eye = identity(n)
    matrix = (sx * kron(eye, lap) + sy * kron(lap, eye)).tocsc()
    solver = splu(matrix[:-1, :-1].tocsc())
    i, j = (n - 1 - pitch) // 2, (n - 1 + pitch) // 2
    p00, p10, p01, p11 = i*n + i, i*n + j, j*n + i, j*n + j
    out = []
    for src, snk, hi, lo in ((p00, p10, p01, p11), (p00, p01, p10, p11)):
        current = np.zeros(n*n - 1)
        current[src], current[snk] = 1.0, -1.0
        v = solver.solve(current)
        out.append(v[hi] - v[lo])
    return out


def disc_contacts(probes, radius, sx, sy, m=80):
    """Four equipotential discs (sx > sy). Returns four-probe resistance,
    source-sink resistance and the rim error relative to the voltage."""
    centres = [np.array([p[0]/np.sqrt(sx), p[1]/np.sqrt(sy)])
               for p in probes]
    focus = radius * np.sqrt(1/sy - 1/sx)
    mu_rim = np.arctanh(np.sqrt(sy / sx))

    def ring(mu, shift):
        phi = 2 * PI * (np.arange(m) + shift) / m
        xy = np.column_stack((focus*np.sinh(mu)*np.cos(phi),
                              focus*np.cosh(mu)*np.sin(phi)))
        return np.vstack([c + xy for c in centres])

    def kernel(points, sources):
        d = points[:, None, :] - sources[None, :, :]
        return -0.5 * np.log((d**2).sum(axis=2))
    sources = ring(0.5 * mu_rim, 0.0)
    member = np.kron(np.eye(4), np.ones((m, 1)))
    matrix = np.block([[kernel(ring(mu_rim, 0.0), sources), -member],
                       [member.T, np.zeros((4, 4))]])
    rhs = np.concatenate((np.zeros(4*m), [1.0, -1.0, 0.0, 0.0]))
    solution = np.linalg.solve(matrix, rhs)
    charge, volts = solution[:4*m], solution[4*m:]
    check = kernel(ring(mu_rim, 0.5), sources) @ charge - member @ volts
    scale = 2 * PI * np.sqrt(sx * sy)
    two_point = volts[0] - volts[1]
    return ((volts[2] - volts[3]) / scale, two_point / scale,
            np.max(abs(check)) / two_point)


def percent(new, old):
    return 100 * (new / old - 1)


# Example parameters, SI units
sx, sy = 2.0e-3, 0.25e-3
pitch_m, side_m, thick_m = 1e-3, 50e-3, 100e-9
current_a, tip_m, shift_m = 1e-4, 25e-6, 10e-6
glass_k, temp_coeff = 1.0, 1e-3
ratio = sx / sy
rx, ry = aligned_resistances(sx, sy)

# Aligned resistances and inversion against the Fourier solution
fx, fy = fourier_aligned(sx, sy)
assert np.allclose([rx, ry], [fx, fy], rtol=1e-7)
inv_x, inv_y, inv_g = invert(fx, fy)
assert np.allclose([inv_x, inv_y], [sx, sy], rtol=1e-6)
for pair in ((30.0, 30.0), (5.0, 400.0), (700.0, 40.0)):
    tx, ty, _ = invert(*pair)
    assert np.allclose(fourier_aligned(tx, ty), pair, rtol=1e-6)

# Strong anisotropy: resistance ratio approaches A ln A
big = 1e4
bx, by = fourier_aligned(big, 1.0)
assert abs(by / bx / (big * np.log(big)) - 1) < 1e-3

# Rotated square against the Fourier solution
theta_test = np.radians(20)
for probes, value in zip(square_probes(theta_test),
                         rotated_formula(theta_test, sx, sy)):
    assert abs(fourier_resistance(probes, sx, sy) / value - 1) < 1e-7
r45a, r45b = [log_resistance(p, sx, sy) for p in square_probes(PI / 4)]
assert abs(r45a / r45b - 1) < 1e-10

# Current on one diagonal, voltage on the other: no independent datum
o, a, b, d = square_probes(theta_test)[0]
diagonal = fourier_resistance([o, d, a, b], sx, sy)
ra, rb = rotated_formula(theta_test, sx, sy)
assert abs(diagonal - (rb - ra)) < 1e-6 * abs(diagonal)

# Error propagation of the geometric-mean conductance
u = sx / (sx + sy)
weight_x = u * rx / (u * rx + (1 - u) * ry)
eps = 1e-5
slope_x = np.log(invert(rx*np.exp(eps), ry)[2]
                 / invert(rx*np.exp(-eps), ry)[2]) / (2 * eps)
slope_y = np.log(invert(rx, ry*np.exp(eps))[2]
                 / invert(rx, ry*np.exp(-eps))[2]) / (2 * eps)
assert abs(slope_x + weight_x) < 1e-6
assert abs(slope_y + 1 - weight_x) < 1e-6

# Finite sheet: image solution against a resistor network
# The tolerance covers the second-order mesh error of the network.
centred = [[p - 0.5 for p in probes] for probes in square_probes(0.0)]
net = network_resistances(161, 40, 3.0, 1.0)
img = [rectangle_resistance(p, 161 / 40, 3.0, 1.0) for p in centred]
assert np.allclose(net, img, rtol=5e-3)
far = [rectangle_resistance(p, 2000.0, sx, sy) for p in centred]
assert np.allclose(far, [rx, ry], rtol=1e-4)

# Thickness correction: image sum in a slab against Bessel series
cx, cy, cz, slab = 3.0, 1.0, 0.5, 0.8
near, diag = np.sqrt(1/cy), np.sqrt(1/cx + 1/cy)
depth2 = (2 * np.arange(-20000, 20001) * slab)**2 / cz
image_sum = np.sum(2/np.sqrt(near**2 + depth2)
                   - 2/np.sqrt(diag**2 + depth2))
slab_images = image_sum / (2 * PI * np.sqrt(cx * cy * cz))
orders = np.arange(1, 40) * PI * np.sqrt(cz) / slab
bessel = 4 * np.sum(k0(orders * near) - k0(orders * diag))
slab_series = ((2*np.log(diag / near) + bessel)
               / (2 * PI * slab * np.sqrt(cx * cy)))
assert abs(slab_images / slab_series - 1) < 1e-6

# Finite contacts: rim is equipotential, shift scales as radius squared
aligned = square_probes(0.0)
tip = tip_m / pitch_m
disc_x, two_x, rim_x = disc_contacts(aligned[0], tip, sx, sy)
disc_y, two_y, rim_y = disc_contacts(aligned[1], tip, sx, sy)
small_x = disc_contacts(aligned[0], tip / 5, sx, sy)[0]
assert max(rim_x, rim_y) < 1e-4
assert 22 < (disc_x - rx) / (small_x - rx) < 28

# Sizes of neglected effects in the example
edge = [rectangle_resistance(p, side_m/pitch_m, sx, sy) for p in centred]
edge_s = invert(*edge)
tilt = rotated_formula(np.radians(5), sx, sy)
tilt_s = invert(*tilt)
disc_s = invert(disc_x, disc_y)
worst = []
for probes, ref in zip(aligned, (rx, ry)):
    changes = []
    for index in range(4):
        for axis in range(2):
            for sign in (-1, 1):
                moved = [p.copy() for p in probes]
                moved[index][axis] += sign * shift_m / pitch_m
                changes.append(abs(percent(
                    log_resistance(moved, sx, sy), ref)))
    worst.append(max(changes))
up_x, up_y = invert(1.01 * rx, ry), invert(rx, 1.01 * ry)
sz_ratio = 0.01 * sy / sx
spread_m = thick_m / (PI * np.sqrt(sz_ratio))
power = current_a**2 * max(two_x, two_y)
heating = 0.5 * power / (4 * glass_k * tip_m)

print(f"Input sigma_x = {sx*1e3:.3f} mS, sigma_y = {sy*1e3:.3f} mS")
print(f"Conductance ratio A = {ratio:.3f}")
print(f"Pitch = {pitch_m*1e3:.1f} mm, sheet side = {side_m*1e3:.0f} mm")
print(f"Thickness = {thick_m*1e9:.0f} nm, current = {current_a*1e3:.2f} mA")
print(f"Mean conductance sqrt(sx sy) = {np.sqrt(sx*sy)*1e3:.5f} mS")
print(f"Map factors: x {ratio**-0.25:.4f}, y {ratio**0.25:.4f}")
print(f"R_x formula = {rx:.4f} ohm, Fourier = {fx:.4f} ohm")
print(f"R_y formula = {ry:.4f} ohm, Fourier = {fy:.4f} ohm")
print(f"Voltages: x {current_a*rx*1e3:.3f} mV, y {current_a*ry*1e3:.3f} mV")
print(f"Resistance ratio R_y/R_x = {ry/rx:.3f}")
print(f"exp(-2 pi g R_x) = {np.exp(-2*PI*inv_g*rx):.5f}")
print(f"exp(-2 pi g R_y) = {np.exp(-2*PI*inv_g*ry):.5f}")
print(f"Recovered mean conductance = {inv_g*1e3:.5f} mS")
print(f"Recovered sigma_x = {inv_x*1e3:.5f} mS")
print(f"Recovered sigma_y = {inv_y*1e3:.5f} mS")
print(f"Isotropic formula on R_x = {np.log(2)/(2*PI*rx)*1e3:.4f} mS")
print(f"Isotropic formula on R_y = {np.log(2)/(2*PI*ry)*1e3:.4f} mS")
print(f"Error weights for mean: R_x {weight_x:.4f}, R_y {1-weight_x:.4f}")
print(f"R_x +1%: sigma_x {percent(up_x[0], sx):+.3f} %, "
      f"sigma_y {percent(up_x[1], sy):+.3f} %")
print(f"R_y +1%: sigma_x {percent(up_y[0], sx):+.3f} %, "
      f"sigma_y {percent(up_y[1], sy):+.3f} %")
print(f"Resistance at 45 degrees = {r45a:.4f} ohm (both readings)")
print(f"Tilt 5 deg: R_x {tilt[0]:.4f} ohm, R_y {tilt[1]:.4f} ohm")
print(f"Tilt 5 deg: inferred sigma_x {percent(tilt_s[0], sx):+.3f} %, "
      f"sigma_y {percent(tilt_s[1], sy):+.3f} %")
print(f"Edges: R_x {percent(edge[0], rx):+.3f} %, "
      f"R_y {percent(edge[1], ry):+.3f} %")
print(f"Edges: inferred sigma_x {percent(edge_s[0], sx):+.3f} %, "
      f"sigma_y {percent(edge_s[1], sy):+.3f} %")
print(f"One probe moved {shift_m*1e6:.0f} um: worst R_x {worst[0]:.3f} %, "
      f"R_y {worst[1]:.3f} %")
print(f"Contact radius = {tip_m*1e6:.0f} um")
print(f"Contacts: R_x {percent(disc_x, rx):+.3f} %, "
      f"R_y {percent(disc_y, ry):+.3f} %")
print(f"Contacts: inferred sigma_x {percent(disc_s[0], sx):+.3f} %, "
      f"sigma_y {percent(disc_s[1], sy):+.3f} %")
print(f"Assumed through-film/x conductivity ratio = {sz_ratio:.5f}")
print(f"Thickness-correction decay length along x = {spread_m*1e6:.3f} um")
print(f"Pitch / decay length = {pitch_m/spread_m:.0f}")
print(f"Source-sink sheet resistance: x {two_x:.1f} ohm, y {two_y:.1f} ohm")
print(f"Largest sheet power = {power*1e6:.2f} uW")
print(f"Assumed glass conductivity = {glass_k:.1f} W/(m K)")
print(f"Estimated contact heating = {heating:.3f} K")
print(f"Assumed temperature coefficient = {temp_coeff:.1e} 1/K")
print(f"Estimated heating effect = {100*temp_coeff*heating:.4f} %")
print(f"Network test: R_x {net[0]:.5f} ohm, images {img[0]:.5f} ohm")
print(f"Network test: R_y {net[1]:.5f} ohm, images {img[1]:.5f} ohm")
print("success")
```

Output:

```
Input sigma_x = 2.000 mS, sigma_y = 0.250 mS
Conductance ratio A = 8.000
Pitch = 1.0 mm, sheet side = 50 mm
Thickness = 100 nm, current = 0.10 mA
Mean conductance sqrt(sx sy) = 0.70711 mS
Map factors: x 0.5946, y 1.6818
R_x formula = 26.5105 ohm, Fourier = 26.5105 ohm
R_y formula = 494.5493 ohm, Fourier = 494.5493 ohm
Voltages: x 2.651 mV, y 49.455 mV
Resistance ratio R_y/R_x = 18.655
exp(-2 pi g R_x) = 0.88889
exp(-2 pi g R_y) = 0.11111
Recovered mean conductance = 0.70711 mS
Recovered sigma_x = 2.00000 mS
Recovered sigma_y = 0.25000 mS
Isotropic formula on R_x = 4.1613 mS
Isotropic formula on R_y = 0.2231 mS
Error weights for mean: R_x 0.3001, R_y 0.6999
R_x +1%: sigma_x -0.666 %, sigma_y +0.070 %
R_y +1%: sigma_x -0.327 %, sigma_y -1.060 %
Resistance at 45 degrees = 51.4960 ohm (both readings)
Tilt 5 deg: R_x 25.9397 ohm, R_y 480.8167 ohm
Tilt 5 deg: inferred sigma_x +2.416 %, sigma_y +2.903 %
Edges: R_x +0.554 %, R_y +0.479 %
Edges: inferred sigma_x -0.527 %, sigma_y -0.471 %
One probe moved 10 um: worst R_x 0.957 %, R_y 0.424 %
Contact radius = 25 um
Contacts: R_x -0.307 %, R_y -0.284 %
Contacts: inferred sigma_x +0.300 %, sigma_y +0.283 %
Assumed through-film/x conductivity ratio = 0.00125
Thickness-correction decay length along x = 0.900 um
Pitch / decay length = 1111
Source-sink sheet resistance: x 1368.7 ohm, y 1835.4 ohm
Largest sheet power = 18.35 uW
Assumed glass conductivity = 1.0 W/(m K)
Estimated contact heating = 0.092 K
Assumed temperature coefficient = 1.0e-03 1/K
Estimated heating effect = 0.0092 %
Network test: R_x 0.03221 ohm, images 0.03221 ohm
Network test: R_y 0.18029 ohm, images 0.18024 ohm
success
```
